# Near-Field Quenching by a Lossy Half-Space and by a Thin Sheet

An excited emitter at height $d$ above an absorber can lose its energy to the absorber instead of radiating it. Let $k_0=\omega/c$ be the vacuum wavenumber of the transition, $x=k_0d$, and $\Gamma_0$ the decay rate in free space. To leading order in the near field, a half-space of local permittivity $\varepsilon$ gives

$$\frac{\Gamma_{\rm nr}}{\Gamma_0}=C\,\frac{3}{8x^3}\,\mathrm{Im}\,\frac{\varepsilon-1}{\varepsilon+1},\tag{1}$$

and a sheet of local conductivity $\sigma$, suspended in vacuum, gives

$$\frac{\Gamma_{\rm nr}}{\Gamma_0}=C\,\frac{9}{32x^4}\,\frac{\mathrm{Re}\,\sigma}{\varepsilon_0c}.\tag{2}$$

Here $C=1$ for a dipole perpendicular to the surface and $C=1/2$ for a parallel one. Both laws need $x\ll1$. The first also needs $\sqrt{|\varepsilon|}\,x\ll1$, $x^2\ll|\varepsilon+1|$, a negligible contribution from surface plasmons and, for weak absorption, $(1+\sqrt{|\varepsilon|})\,x^3\ll\mathrm{Im}[(\varepsilon-1)/(\varepsilon+1)]$. The second also needs $d$ to be large compared with the sheet's thickness and with two lengths found below, and a negligible contribution from sheet plasmons and any other waves guided by the sheet.

## From the golden rule to a reflected field

Fields vary as $e^{-i\omega t}$, so absorption means $\mathrm{Im}\,\varepsilon>0$. The emitter is a two-level system with $\mathbf p=\langle g|\hat{\mathbf d}|e\rangle$, coupled by $-\hat{\mathbf d}\cdot\hat{\mathbf E}(\mathbf r_0)$ to the field and absorber, which start in their ground state $|0\rangle$. If the coupling is weak, the golden rule gives

$$\Gamma=\frac{2\pi}{\hbar}\sum_n|\langle n|\mathbf p\cdot\hat{\mathbf E}|0\rangle|^2\,\delta(E_n-\hbar\omega),\tag{3}$$

with $E_n$ measured from the ground state. Weak coupling means that the absorber's response changes little over a frequency range $\Gamma$.

Now drive the same system with a classical dipole $\mathrm{Re}(\mathbf pe^{-i\omega t})$. First-order perturbation theory gives a mean field $\mathrm{Re}(\mathbf Ee^{-i\omega t})$ at the dipole, with

$$\mathbf p^*\!\cdot\mathbf E=\sum_n\left[\frac{|\langle n|\mathbf p\cdot\hat{\mathbf E}|0\rangle|^2}{E_n-\hbar\omega-i0}+\frac{|\langle n|\mathbf p^*\!\cdot\hat{\mathbf E}|0\rangle|^2}{E_n+\hbar\omega}\right].\tag{4}$$

The second term is real. The first has imaginary part $\pi\sum_n|\cdots|^2\delta(E_n-\hbar\omega)$, so

$$\Gamma=\frac2\hbar\,\mathrm{Im}[\mathbf p^*\!\cdot\mathbf E(\mathbf r_0)].\tag{5}$$

The classical dipole delivers the mean power $P=\tfrac{\omega}{2}\mathrm{Im}[\mathbf p^*\!\cdot\mathbf E]$. Hence $\Gamma/\Gamma_0=P/P_0$, where $P_0=\omega^4|\mathbf p|^2/(12\pi\varepsilon_0c^3)$ is the power radiated in free space. The part due to the reflected field $\mathbf E_r$ is

$$\frac{\Delta\Gamma}{\Gamma_0}=\frac{6\pi\varepsilon_0}{k_0^3|\mathbf p|^2}\,\mathrm{Im}[\mathbf p^*\!\cdot\mathbf E_r(\mathbf r_0)].\tag{6}$$

For $x\ll1$ the field near the surface is quasi-static. Let the absorber fill $z<0$. A charge $Q$ at height $z'$ has the potential $Q/(4\pi\varepsilon_0R)$, and

$$\frac1R=\int_0^\infty dq\,J_0(q\rho)\,e^{-q|z-z'|}.\tag{7}$$

Each component reaches the surface as $e^{qz}$. Define $r(q)$ by writing the total potential above it as $e^{qz}-r\,e^{-qz}$. The reflected potential of the charge is then

$$\phi_r=-\frac{Q}{4\pi\varepsilon_0}\int_0^\infty dq\,r(q)J_0(q\rho)e^{-q(z+z')}.\tag{8}$$

A dipole's potential follows by applying $\mathbf p\cdot\nabla'$ to the unit-charge potential. For a perpendicular dipole, $\partial_{z'}$ gives $-q$ and the field $-\partial_z$ gives $+q$. With the minus sign in (8), $E_{r,z}=(p/4\pi\varepsilon_0)\int dq\,q^2r\,e^{-2qd}$ at the dipole. For a parallel dipole, $-\partial_x\partial_{x'}=\partial_x^2$, and $\partial_x^2J_0(q\rho)=-q^2/2$ at $\rho=0$, which gives half that value. Equation (6) becomes

$$\frac{\Gamma_{\rm nr}}{\Gamma_0}=\frac{3C}{2k_0^3}\int_0^\infty dq\,q^2e^{-2qd}\,\mathrm{Im}\,r(q).\tag{9}$$

At tilt $\theta$ from the normal, $C=\cos^2\theta+\tfrac12\sin^2\theta$, whose orientational average is $2/3$. The distance law is set by how $\mathrm{Im}\,r$ depends on $q$ near $q\sim1/d$.

## The half-space

Below the surface the potential is $Te^{qz}$. Continuity of the potential gives $1-r=T$, and continuity of the normal displacement gives $1+r=\varepsilon T$. Therefore

$$r=r_0\equiv\frac{\varepsilon-1}{\varepsilon+1},\qquad T=\frac2{\varepsilon+1}.\tag{10}$$

A half-space has no length of its own, so $r_0$ does not depend on $q$. Since $\int_0^\infty q^2e^{-2qd}dq=2/(2d)^3=1/(4d^3)$, equation (9) gives (1).

The same rate follows from the heat produced in the material. There the field is $T$ times the bare dipole field. For a perpendicular dipole, with $R$ and $\theta$ measured from the dipole and the downward normal,

$$\int_{z<0}\frac{3\cos^2\theta+1}{R^6}\,dV=\frac{2\pi}{3d^3}\int_0^1(3u^5+u^3)\,du=\frac{\pi}{2d^3},\tag{11}$$

because the radial integral from $R=d/u$, with $u=\cos\theta$, gives $u^3/(3d^3)$. The heating power is

$$P=\frac{\omega\varepsilon_0}{2}\,\mathrm{Im}\,\varepsilon\,\frac{4}{|\varepsilon+1|^2}\left(\frac{p}{4\pi\varepsilon_0}\right)^2\frac{\pi}{2d^3}.\tag{12}$$

Division by $P_0$ gives $\tfrac34\,\mathrm{Im}\,\varepsilon/(|\varepsilon+1|^2x^3)$. This equals (1), because $\mathrm{Im}\,r_0=2\,\mathrm{Im}\,\varepsilon/|\varepsilon+1|^2$. The power $-3$ comes from a squared dipole field, $R^{-6}$, summed over a volume.

## The sheet

For a sheet at $z=0$ the potential is continuous, $T=1-r$. Gauss's law gives its surface charge as $\rho_s=\varepsilon_0q[T-(1+r)]=-2\varepsilon_0qr$. The surface current is $-\sigma\nabla\phi$, with divergence $\sigma q^2(1-r)$, so charge conservation reads $i\omega\rho_s=\sigma q^2(1-r)$. Eliminating $\rho_s$ gives

$$r=\frac{i\xi q}{1+i\xi q},\qquad \xi=\frac{\sigma}{2\varepsilon_0\omega}.\tag{13}$$

When $|\xi|q\ll1$, $\mathrm{Im}\,r\simeq q\,\mathrm{Re}\,\xi$. The extra factor $q$ changes the integral in (9) to $\int_0^\infty q^3e^{-2qd}dq=6/(2d)^4=3/(8d^4)$, and

$$\frac{\Gamma_{\rm nr}}{\Gamma_0}=\frac{9C\,\mathrm{Re}\,\xi}{16k_0^3d^4},\tag{14}$$

which is (2), since $\xi=\sigma/(2\varepsilon_0ck_0)$. The heat picture agrees. A perpendicular dipole has the in-plane field $3\rho d/R^5$, in units of $p/(4\pi\varepsilon_0)$, and $\int9\rho^2d^2R^{-10}\,2\pi\rho\,d\rho=3\pi/(4d^4)$. Multiplying by $\tfrac12\mathrm{Re}\,\sigma\,(p/4\pi\varepsilon_0)^2$ and dividing by $P_0$ returns (2). The $R^{-6}$ loss is now summed over an area.

**Graphene.** Take undoped graphene at zero temperature, in the Dirac-cone model with velocity $v$. An in-plane field of amplitude $E$ couples the two bands through $evE/(2\omega)$ times a matrix element whose square is $\sin^2\varphi$, with $\varphi$ the angle between the field and the electron wavevector $\mathbf k$. With four spin and valley copies,

$$4\int\frac{d^2k}{4\pi^2}\sin^2\varphi\,\delta(2\hbar vk-\hbar\omega)=\frac{\omega}{4\pi\hbar v^2}.\tag{15}$$

The absorbed power per area is therefore

$$\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{e^2v^2E^2}{4\omega^2}\,\frac{\omega}{4\pi\hbar v^2}=\frac{e^2E^2}{8\hbar}.\tag{16}$$

Equating this to $\tfrac12\mathrm{Re}\,\sigma\,E^2$ gives $\mathrm{Re}\,\sigma=e^2/(4\hbar)$, independent of frequency and of $v$. The model takes $\sigma$ to be real. With the fine-structure constant $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$, $\sigma/(\varepsilon_0c)=\pi\alpha$, and (2) becomes $9\pi\alpha C/(32x^4)$.

## Where the sheet law fails

**Screening.** For real $\xi$, (13) gives $\mathrm{Im}\,r=\xi q/(1+\xi^2q^2)\simeq\xi q-\xi^3q^3$. Since $\int q^5e^{-2qd}dq=15/(8d^6)$, the rate (14) is multiplied by

$$1-\frac{5\xi^2}{d^2}+\dots\tag{17}$$

In the opposite limit, $d\ll\xi$, $\mathrm{Im}\,r\simeq1/(\xi q)$ and the local model gives $d^{-2}$.

**Plasmons.** Let $\xi=\xi'+i\xi''$ with $0<\xi'\ll\xi''$. Then

$$\mathrm{Im}\,r=\frac{\xi'q}{(1-\xi''q)^2+\xi'^2q^2}\tag{18}$$

has a narrow peak at $q_p=1/\xi''$, approximately $\pi q_p\,\delta(q-q_p)$. It adds $\pi q_p^3e^{-2q_pd}$ to the integral in (9). For $\xi''=d/3$ and $\xi'=0.01\,\xi''$ this is about 168 times the integral behind the $d^{-4}$ law. A small real conductivity therefore does not by itself ensure (2).

**Nonlocality.** The undoped cone has the form of a relativistic theory with $v$ in place of $c$. By charge conservation, the charge density induced by a unit potential is $q^2\sigma(q)/(i\omega)$. The symmetry and charge conservation together make this $q^2$ times a function of $\omega^2-v^2q^2$ alone, so $\sigma(q)/\omega$ depends only on that combination. At $q=0$ it is $\sigma/\omega$ with $\sigma$ independent of frequency, hence $\sigma(q)=\sigma/\sqrt{1-v^2q^2/\omega^2}$. Its expansion is $\sigma(1+v^2q^2/2\omega^2)$, so by the integrals above the relative correction is $+5v^2/(2\omega^2d^2)$. Equation (2) thus needs $d\gg v/\omega$.

## A film of finite thickness

A film of thickness $t$ connects the two powers of distance. Inside it the potential is $Ae^{qz}+Be^{-qz}$. Matching at $z=-t$ to a decaying wave gives $B=r_0g^2A$, with $g=e^{-qt}$. At the top, $1-r=A(1+r_0g^2)$ and $1+r=\varepsilon A(1-r_0g^2)$. With $\varepsilon=(1+r_0)/(1-r_0)$, elimination of $A$ yields

$$r=\frac{r_0(1-g^2)}{1-r_0^2g^2}.\tag{19}$$

For $d\ll t$ the relevant $g$ is small and $r\to r_0$: the film acts as a half-space. For $d$ large compared with $t$, $|\varepsilon|t$ and $t/|\varepsilon|$, expansion in $qt$ gives

$$r=\frac{qt}{2}\left(\varepsilon-\frac1\varepsilon\right)-\frac{(qt)^2}{4}\left(\varepsilon^2-\frac1{\varepsilon^2}\right)+\dots\tag{20}$$

The first term produces $d^{-4}$. A film's in-plane conductivity $\sigma=-i\omega\varepsilon_0(\varepsilon-1)t$ would give $qt(\varepsilon-1)/2$ in (13). The remaining $qt(1-1/\varepsilon)/2$ is polarization normal to the film, which the sheet model leaves out. Since $\mathrm{Im}(\varepsilon-1/\varepsilon)=(1+1/|\varepsilon|^2)\,\mathrm{Im}\,\varepsilon$, it makes the $d^{-4}$ rate $1+1/|\varepsilon|^2$ times that of (2).

The mean of $q$ with weight $q^3e^{-2qd}$ is $2/d$, so the second term multiplies the rate by $1-bt/d$, with

$$b=\frac{\mathrm{Im}(\varepsilon^2-\varepsilon^{-2})}{\mathrm{Im}(\varepsilon-\varepsilon^{-1})}.\tag{21}$$

The local exponent, $d\ln\Gamma_{\rm nr}/d\ln d$, is then $-4+bt/d$ at large $d$. For $\varepsilon=4+3i$, $b=24.04/3.12=7.7$. Numerical quadrature of (9) gives exponents $-3.00$, $-2.97$, $-3.93$ and $-3.99$ at $d/t=0.01$, 1, 100 and 1000. The approach to $-4$ is slow because $b$ is large.

At $d=t$ the exponent lies slightly above $-3$, not between $-3$ and $-4$. For large $qt$, (19) gives $\mathrm{Im}\,r\simeq\mathrm{Im}\,r_0+e^{-2qt}\,\mathrm{Im}(r_0^3-r_0)$. Here $r_0=(12+3i)/17$, so $\mathrm{Im}\,r_0^3=0.258$ exceeds $\mathrm{Im}\,r_0=0.176$. Thus $\mathrm{Im}\,r$ rises from zero, overshoots its half-space value and falls back to it. Where it falls with $q$, it makes the distance dependence weaker than $d^{-3}$.

## Retardation

The full field of a perpendicular dipole follows from $e^{ik_0R}/R=i\int(q\,dq/k_z)J_0(q\rho)e^{ik_z|z-d|}$, with $k_z=\sqrt{k_0^2-q^2}$. Since $E_z=(p/4\pi\varepsilon_0)(k_0^2+\partial_z^2)e^{ik_0R}/R$, each wave gains a factor $q^2$. On reflection it gains $r_p\,e^{2ik_zd}$ at the dipole, where $r_p$ is the reflection coefficient of the magnetic field. Waves with $q>k_0$ have $k_z=ik_0\kappa$, and (6) gives their contribution as

$$\frac{\Gamma_{\rm ev}}{\Gamma_0}=\frac32\int_0^\infty d\kappa\,(\kappa^2+1)\,e^{-2x\kappa}\,\mathrm{Im}\,r_p.\tag{22}$$

This energy all goes into the absorber. Ordinary waves sent downward add

$$\frac{\Gamma_{\rm pr}}{\Gamma_0}=\frac34\int_0^1du\,(1-u^2)\,\mathcal A(u),\tag{23}$$

where $u=k_z/k_0$ and $\mathcal A$ is the absorbed fraction: $1-|r_p|^2$ for the half-space, $1-|r_p|^2-|1-r_p|^2$ for the sheet. With $\mathcal A\le1$ this is at most $1/2$.

For the half-space, continuity of the tangential fields gives $r_p=(\varepsilon k_z-k_2)/(\varepsilon k_z+k_2)$, with $k_2=\sqrt{\varepsilon k_0^2-q^2}$. At large $\kappa$, $k_2\simeq ik_0[\kappa-(\varepsilon-1)/(2\kappa)]$, so $r_p\simeq r_0+a/\kappa^2$ with $a=\varepsilon(\varepsilon-1)/(\varepsilon+1)^2$. Inserting this in (22),

$$\frac{\Gamma_{\rm nr}}{\Gamma_0}=\frac{3\,\mathrm{Im}\,r_0}{8x^3}\left[1+2x^2\,\frac{\mathrm{Im}(r_0+a)}{\mathrm{Im}\,r_0}\right]+O(1).\tag{24}$$

The $O(1)$ term comes from (23) and from $\kappa$ up to the larger of about 1 and $\sqrt{|\varepsilon|}$, where the large-$\kappa$ form does not hold. For a weakly absorbing dielectric of large $\varepsilon$ it is of order $\sqrt{|\varepsilon|}$. The expansion of $k_2$ also requires $\sqrt{|\varepsilon|}\,x\ll1$. Near $\varepsilon=-1$ the ratio $a/r_0$ grows as $1/(\varepsilon+1)$, so the large-$\kappa$ form holds at $\kappa\sim1/x$ only if $x^2\ll|\varepsilon+1|$. For weak loss and $\mathrm{Re}\,\varepsilon$ just below $-1$, $r_p$ also has a surface-plasmon peak near $\kappa^2=-1/(\varepsilon+1)$, which can dominate (22). With $\varepsilon=-1.01+10^{-4}i$ and $x=0.1$, law (1) gives 750, but the full rate is about $6.6\times10^4$.

For the sheet, the jump of the magnetic field equals the surface current, which gives $r_p=su/(2+su)$ with $s=\sigma/(\varepsilon_0c)$. For small real $s$, $\mathrm{Im}\,r_p=s\kappa/2$ at $u=i\kappa$, and (22) becomes $\tfrac34s[3/(8x^4)+1/(4x^2)]$. For a perpendicular dipole and small real $s$, retardation thus multiplies (2) by $1+2x^2/3$ to leading order.

## Worked example

A perpendicular dipole emits at a vacuum wavelength of 800 nm, so $1/k_0=127.3$ nm. One absorber is a model half-space with $\varepsilon=4+3i$. The other is suspended undoped graphene in the local model. The coefficients are

$$\tfrac38(0.1765)=0.0662,\qquad \tfrac9{32}(0.02293)=0.00645.\tag{25}$$

At 10 nm, $x=0.0785$, and the laws give $0.0662/x^3=137$ and $0.00645/x^4=169.5$. The columns marked "full" are the sum of (22) and (23), by numerical quadrature. All entries are $\Gamma_{\rm nr}/\Gamma_0$.

| $d$ (nm) | half-space, (1) | full | graphene, (2) | full |
|---|---|---|---|---|
| 5 | 1093 | 1103 | 2711 | 2031 |
| 10 | 137 | 143 | 169.5 | 155 |
| 20 | 17.1 | 21.2 | 10.6 | 10.5 |
| 40 | 2.13 | 4.83 | 0.66 | 0.71 |

For the half-space, the coefficient of $x^2$ in (24) is 4.41. At 10 nm it adds $136.6\times4.41\times0.0785^2=3.7$, while the full excess over the law is 6.4. The remaining 2.7 is the size of the $O(1)$ part there. At 40 nm the law gives less than half of the full rate. The full local exponent is $-2.89$ at 10 nm and $-2.53$ at 20 nm, so a clean $d^{-3}$ needs smaller distances in this example.

For graphene, $\xi=0.02293/(2k_0)=1.46$ nm. At 5 nm screening lowers the full rate to 75% of the law, and (17) is no longer a good expansion. At 20 nm, the leading corrections are $-2.7\%$ from screening and $+1.6\%$ from retardation, so the close agreement is partly a cancellation. The full exponents are $-3.83$ at 10 nm and $-3.92$ at 20 nm. With the round value $v=10^6$ m/s, $v/\omega=0.42$ nm, and nonlocality would raise the rate at 10 nm by about 0.5% to first order in $\sigma$. Screening reduces this increase to about 0.3%.

Law (2) equals the free-space rate at 36 nm, where the full result is 1.05. Law (1) does so at 51.5 nm, but there the full result is 3.3, so that distance does not mark where absorption falls to the free-space rate. These figures leave out a substrate, doping, roughness and the emitter's finite size. The graphene figures also belong to the Dirac-cone model with real $\sigma$. At this photon energy, 1.55 eV, a nearest-neighbour tight-binding model with hopping 2.7 to 3.1 eV raises $\mathrm{Re}\,\sigma$ by 3 to 4%; with 2.7 eV the rate at 10 nm moves from 155 to 159. An imaginary part of $\sigma$ enters at first order: (18) gives $\mathrm{Im}\,r\simeq\xi'q(1+2\xi''q)$, which multiplies (14) by $1+4\xi''/d$. As an illustration, $\xi''=-0.4$ nm lowers the full rate at 10 nm from 155 to 136. Both effects are larger than the nonlocal correction, so the graphene entries are not accurate to the digits shown for the real material.

Numerical values quoted here were computed with a short program.
